# Outer Reorganization Energy of Two Touching Ions in Water

## Problem

Two spherical ions, each of radius $a=3.5$ Å, touch in water, so their centres are $R=2a=7.0$ Å apart. One electron passes from ion 1 to ion 2. Water has optical relative permittivity $\varepsilon_{op}=1.77$ and static relative permittivity $\varepsilon_s=78.4$. The reorganization energy $\lambda$ is the free energy needed to give the solvent the slow polarization that suits one charge distribution while the other is present.

(a) Estimate the solvent's contribution to $\lambda$ by scaling. (b) Calculate it for a linear continuum. (c) Find the barrier at zero driving force and the thermal spread of the energy gap at 298.15 K. (d) Compare estimate and calculation, and judge the model.

## First estimate by scaling

The solvent responds to the change in the ions' field. This change is set by one electron charge $e$ and one length $a$, so the energy scale is

$$\frac{e^2}{4\pi\varepsilon_0a}=\frac{14.3996\ \text{eV Å}}{3.5\ \text{Å}}=4.11\ \text{eV}.$$

Electrons in the solvent follow the transfer and reduce the field to about $1/\varepsilon_{op}=0.565$ of its vacuum value. The slow dipoles screen almost all that remains, because $\varepsilon_s$ is large. Hence

$$\lambda\sim0.565\times4.11\ \text{eV}\approx2.3\ \text{eV}.$$

Scaling cannot supply the numerical factor of order one.

## Solution in the continuum model

**Cost of the wrong polarization.** Let $\mathbf p$ be the fast electronic polarization and $\mathbf P$ the slow polarization of nuclear motion. The displacement $\mathbf D$ is taken to be that of the bare ionic charges, undisturbed by the cavity walls. The free-energy density is the field energy plus two elastic terms:

$$w=\frac1{2\varepsilon_0}\left[(\mathbf D-\mathbf p-\mathbf P)^2+\frac{p^2}{\varepsilon_{op}-1}+\frac{P^2}{\varepsilon_s-\varepsilon_{op}}\right].$$

The electric field is $\mathbf E=(\mathbf D-\mathbf p-\mathbf P)/\varepsilon_0$. Minimization gives $\mathbf p=\varepsilon_0(\varepsilon_{op}-1)\mathbf E$ and $\mathbf P=\varepsilon_0(\varepsilon_s-\varepsilon_{op})\mathbf E$, so the elastic terms reproduce the two permittivities.

Since $\mathbf p$ follows at once, minimize over it first:

$$-(\mathbf D-\mathbf p-\mathbf P)+\frac{\mathbf p}{\varepsilon_{op}-1}=0
\quad\Rightarrow\quad
\mathbf p=\frac{\varepsilon_{op}-1}{\varepsilon_{op}}(\mathbf D-\mathbf P).$$

Then $\mathbf D-\mathbf p-\mathbf P=(\mathbf D-\mathbf P)/\varepsilon_{op}$. The first two terms of $w$ have the combined coefficient $[1+(\varepsilon_{op}-1)]/\varepsilon_{op}^2=1/\varepsilon_{op}$, which leaves

$$w=\frac1{2\varepsilon_0}\left[\frac{(\mathbf D-\mathbf P)^2}{\varepsilon_{op}}+\frac{P^2}{\varepsilon_s-\varepsilon_{op}}\right].$$

Define

$$c=\frac1{\varepsilon_{op}}-\frac1{\varepsilon_s}=\frac{\varepsilon_s-\varepsilon_{op}}{\varepsilon_{op}\varepsilon_s}.$$

The coefficient of $P^2$ in the bracket is

$$K=\frac1{\varepsilon_{op}}+\frac1{\varepsilon_s-\varepsilon_{op}}
=\frac{\varepsilon_s}{\varepsilon_{op}(\varepsilon_s-\varepsilon_{op})}=\frac1{\varepsilon_{op}^2c}.$$

Setting the derivative with respect to $\mathbf P$ to zero gives $K\mathbf P_{eq}=\mathbf D/\varepsilon_{op}$, or $\mathbf P_{eq}=\varepsilon_{op}c\,\mathbf D$. Because $w$ is quadratic, its excess over the minimum is $K(\mathbf P-\mathbf P_{eq})^2/(2\varepsilon_0)$.

Just after the transfer, $\mathbf P$ still suits the old displacement. It is wrong by $\varepsilon_{op}c\,\Delta\mathbf D$ in magnitude, so

$$\lambda=\frac{K\varepsilon_{op}^2c^2}{2\varepsilon_0}\int|\Delta\mathbf D|^2dV
=\frac{c}{2\varepsilon_0}\int|\Delta\mathbf D|^2dV.$$

The ions' total charges have dropped out of this linear model; the transferred charge remains.

**Geometry.** Let $r_i$ be the distance from centre $i$ and $\hat{\mathbf r}_i$ the outward unit vector. Losing an electron makes ion 1 more positive by $e$, and ion 2 becomes more negative by $e$:

$$\Delta\mathbf D=\frac e{4\pi}\left(\frac{\hat{\mathbf r}_1}{r_1^2}-\frac{\hat{\mathbf r}_2}{r_2^2}\right).$$

Therefore $\lambda=(e^2/4\pi\varepsilon_0)\,c\,g$, with

$$g=\frac1{8\pi}\int\left|\frac{\hat{\mathbf r}_1}{r_1^2}-\frac{\hat{\mathbf r}_2}{r_2^2}\right|^2dV.$$

Integrate each squared term over all space outside its own ion. This includes the other ion's volume, an approximation examined below. Each term gives

$$\frac1{8\pi}\int_a^\infty\frac{4\pi r^2}{r^4}dr=\frac1{2a}.$$

For the cross term, use shells centred on ion 1. The flux of $\hat{\mathbf r}_2/r_2^2$ through a shell of radius $r$ is zero for $r<R$ and $4\pi$ for $r>R$. Thus

$$-\frac2{8\pi}\int_R^\infty\frac{4\pi}{r^2}dr=-\frac1R.$$

The interior of ion 1 contributes nothing to this term. By exchange of labels, neither does that of ion 2. The result is

$$\lambda=\frac{e^2}{4\pi\varepsilon_0}\left(\frac1a-\frac1R\right)\left(\frac1{\varepsilon_{op}}-\frac1{\varepsilon_s}\right).$$

At contact the geometric factor is $1/a-1/(2a)=1/(2a)=0.142857$ Å⁻¹. The permittivity factor is $0.564972-0.012755=0.552217$, so

$$\lambda=14.3996\times0.142857\times0.552217\ \text{eV}=1.136\ \text{eV},$$

or 109.6 kJ/mol. To the precision appropriate here, $\lambda\approx1.14$ eV.

If 3.5 Å were the diameter, both lengths would halve and $\lambda$ would be 2.27 eV. With the radius kept at 3.5 Å, $\lambda$ rises to 1.48 eV at $R=10$ Å and to 2.27 eV at infinite separation, where the two fields no longer cancel.

**Barrier and fluctuations.** Let $\Delta\mathbf P$ be the difference between the final and initial equilibrium polarizations. Write a fluctuation from the initial one as $s\,\Delta\mathbf P+\mathbf q$, with $\int\mathbf q\cdot\Delta\mathbf P\,dV=0$. Measured from their minima, the free energies before and after transfer are

$$F_1=\lambda s^2+Q,\qquad F_2=\lambda(1-s)^2+Q,\qquad Q=\frac K{2\varepsilon_0}\int q^2dV.$$

At zero driving force the minima are equal. The curves cross where $F_2-F_1=\lambda(1-2s)=0$, hence at $s=1/2$. The lowest crossing has $\mathbf q=0$ and costs $\lambda/4=0.284$ eV.

The classical weight $e^{-\lambda s^2/k_BT}$ gives $\langle s^2\rangle=k_BT/(2\lambda)$. The gap has slope $-2\lambda$ in $s$, so its variance is $4\lambda^2\langle s^2\rangle=2\lambda k_BT$. With $k_BT=0.02569$ eV, its standard deviation is 0.242 eV. The mean gap is $\lambda$, so a crossing is a fluctuation of about 4.7 standard deviations. The barrier's Boltzmann factor is $1.6\times10^{-5}$; a rate would also need the electronic coupling and the work of bringing the ions together.

## Comparison

The estimate of 2.3 eV is about twice the calculated value. At contact, the cross term halves the geometric factor from $1/a$ to $1/(2a)$. Physically, the transferred charge leaves a dipolar field change, which is weak far away. Replacing $c$ by $1/\varepsilon_{op}$ accounts for the other 2%. The estimate therefore suits distant ions much better than touching ones.

**The neglected cavity walls.** The self terms counted solvent inside the other ion. To remove it while keeping $\mathbf D$ fixed, average $1/r^4$ over a shell of radius $s$ whose centre is $R$ away:

$$\frac12\int_{-1}^1\frac{d\mu}{(R^2+s^2+2Rs\mu)^2}=\frac1{(R^2-s^2)^2}.$$

Each excluded ion then subtracts

$$\frac12\int_0^a\frac{s^2ds}{(R^2-s^2)^2}
=\frac a{4(R^2-a^2)}-\frac1{8R}\ln\frac{R+a}{R-a}$$

from $g$. Two such terms lower $g$ to 0.1345 Å⁻¹ and $\lambda$ to 1.07 eV, a change of −5.9%.

However, the walls also alter $\mathbf D$. To include this, treat the ions as empty cavities with central charges $\pm e$ and solve Poisson's equation. Let $G(\varepsilon)$ be the solvation energy of this pair. For a linear solvent, relaxing the slow polarization around the charge change lowers the energy from $G(\varepsilon_{op})$ to $G(\varepsilon_s)$. The quadratic cost of having that polarization wrong equals this lowering, so $\lambda=G(\varepsilon_{op})-G(\varepsilon_s)$.

Measure $r_i$ in units of $a$, potential in units of $e/(4\pi\varepsilon_0a)$, and set $t=a/R$. Measure each angle $\theta_i$ from the direction towards the other ion. With Legendre polynomials $P_k$, the potentials outside the cavities and inside cavity 1 are

$$\phi_{out}=\sum_k\alpha_k\left[\frac{P_k(\cos\theta_1)}{r_1^{k+1}}-\frac{P_k(\cos\theta_2)}{r_2^{k+1}}\right],$$

$$\phi_{in}=\frac1{r_1}+\sum_k\beta_kr_1^kP_k(\cos\theta_1).$$

On the axis, the binomial series re-expands the second centre's terms about the first. Axial values fix an axially symmetric harmonic function, so the expansion holds off the axis too. Near ion 1 these terms become $-\sum_kS_kr_1^kP_k(\cos\theta_1)$, where

$$S_k=\sum_l\binom{k+l}{k}t^{k+l+1}\alpha_l.$$

Continuity of potential and normal displacement at $r_1=1$ requires

$$\delta_{k0}+\beta_k=\alpha_k-S_k,$$

$$-\delta_{k0}+k\beta_k=-\varepsilon[(k+1)\alpha_k+kS_k].$$

For $k=0$, $\alpha_0=1/\varepsilon$. For $k\ge1$, eliminating $\beta_k$ gives

$$\alpha_k=-\frac{k(\varepsilon-1)}{k+\varepsilon(k+1)}S_k.$$

The solvent's potential at charge 1 is $\beta_0+t$, because the other ion's vacuum potential $-t$ must be removed. Half the sum over both charges gives $G=(e^2/4\pi\varepsilon_0a)(\beta_0+t)$. Using $\beta_0=\alpha_0-S_0-1$,

$$G=\frac{e^2}{4\pi\varepsilon_0a}\left[-\left(1-\frac1\varepsilon\right)(1-t)-\sum_{k\ge1}t^{k+1}\alpha_k\right].$$

Solving the linear equations numerically through $k=160$ gives $G(\varepsilon_{op})=-0.8629$ eV and $G(\varepsilon_s)=-2.0290$ eV. Their difference is $\lambda=1.17$ eV, which is 2.7% above the simple formula.

The sign differs from that of the fixed-$\mathbf D$ correction. The first term in $G$ alone would give −0.8949 and −2.0309 eV, so the walls raise the two energies by about 0.032 and 0.002 eV. The shift is smaller at $\varepsilon_s$ because the source $\alpha_0=1/\varepsilon$ is strongly screened there. Subtraction therefore increases $\lambda$. For these empty cavities, removing volume without correcting the field makes the answer worse. The size and sign of the wall correction depend on what fills the cavity. An ion with its first water shell is itself polarizable. If the interior has permittivity $\varepsilon_{op}$, the walls are invisible to the optical response, and the same boundary problem gives $\lambda=1.13$ eV, 0.2% below the simple formula; an interior permittivity of 2.5 gives 2.5% below. The wall correction is therefore a few per cent of either sign, and 1.17 eV applies to empty cavities only.

**Real ions in water.** The permittivities are typical of water near room temperature, and 3.5 Å is a rough radius for a metal ion with its first water shell. With all else fixed, lowering $\varepsilon_s$ by 10% changes $\lambda$ from 1.136 to 1.133 eV, whereas lowering $\varepsilon_{op}$ by 0.03 raises it to 1.156 eV. At contact $\lambda\propto1/a$, so a 10% larger radius lowers it by about 9%. A 10% larger $\varepsilon_{op}$ would do about the same, but the radius is much less well known, so its uncertainty matters more. Bond-length changes within the ions add an inner contribution that is absent here and can be substantial. The continuum also ignores the molecular structure of the water between the ions.

Two further assumptions can be sized:

- **Classical motion.** A harmonic mode of quantum $\hbar\omega$ has its gap variance multiplied by $x\coth x$, with $x=\hbar\omega/(2k_BT)$, because its mean energy replaces $k_BT$. If all of $\lambda$ belonged to a mode of 0.08 eV, a rough value for hindered rotation of water, the variance would be 1.70 times and the width 1.30 times the classical value. Slower modes are closer to classical.

- **Linear response.** Ignoring the neighbouring ion, the continuum field at the surface of an ion of charge $ze$ is $ze/(4\pi\varepsilon_0\varepsilon_sa^2)$: 1.5 MV/cm for $z=1$ and 4.5 MV/cm for $z=3$. The slow polarization there is $P=\varepsilon_0(\varepsilon_s-\varepsilon_{op})E=(1-\varepsilon_{op}/\varepsilon_s)\,ze/(4\pi a^2)$, or $0.00635\,z$ e/Å². Compare this with the most that the molecules can supply. Water has about 0.0334 molecules per Å³, so with a rough molecular dipole of 0.5 e Å, complete alignment gives 0.0167 e/Å². The linear model therefore asks for 38% of full alignment at $z=1$ and 114% at $z=3$. A dipole of 0.6 e Å, also plausible in the liquid, would give 32% and 95%. At $z=3$ the linear model thus needs nearly complete alignment or more, so it cannot be trusted at the surface of a triply charged ion of this size. This comparison shows where the linear relation between polarization and field breaks down, but does not give the resulting change in $\lambda$. That change need not be large, because $\varepsilon_s$ enters only through the small term $1/\varepsilon_s$: as a rough guide, lowering $\varepsilon_s$ to 20 everywhere would reduce $c$ from 0.552 to 0.515, about 7%.
